# Surface bands of the π-bonded chain on Si(111)-(2×1)

## Result

In Pandey's model of the Si(111)-(2×1) surface, the outermost atoms form parallel zigzag chains. Let $k$ be the wave number along a chain and $q$ the one across the chains. In a tight-binding model with one dangling orbital per chain atom, the two surface bands are

$$E_\pm(k,q)=2s\cos ka\pm\sqrt{\Delta^2+4\tau(q)^2\cos^2(ka/2)},\tag{1}$$

$$\tau(q)^2=t^2+t'^2+2tt'\cos qb.\tag{2}$$

The symbols are:

- $a$, the period along the chain, and $b=\sqrt3\,a$, the distance between equivalent chains;
- $+\Delta$ and $-\Delta$, the orbital energies of the two inequivalent sites A and B, with $\Delta>0$;
- $t$, the hopping between neighbours in a chain;
- $t'$, the hopping between the nearest unlike sites of adjacent chains;
- $s$, the hopping between like sites one period apart along a chain, taken equal for A and B.

At the zone edge $k=\pi/a$ the cosine under the root vanishes, and the direct gap is $2\Delta$ for every $q$. It is also the fundamental gap if

$$4|s|<\sqrt{\Delta^2+4(|t|-|t'|)^2}-\Delta.\tag{3}$$

For independent electrons without spin–orbit coupling, site inequivalence is the sole source of the edge gap provided that the mirror plane perpendicular to the chain is intact. If the bonds along the chain alternate, they contribute a gap of their own.

Hartree atomic units are used. The orbitals are taken as orthogonal, the electrons as independent, and the surface states as decoupled from the bulk bands. The gap $2\Delta$ is therefore a one-electron model gap. It contains neither an explicit self-energy nor the electron–hole attraction that lowers an optical threshold.

## Geometry and electron counting

The unreconstructed surface has lattice vectors $\mathbf a_1=a(1,0)$ and $\mathbf a_2=a(1/2,\sqrt3/2)$. The (2×1) cell is spanned by $\mathbf a_1$ and $2\mathbf a_2$. Since $2\mathbf a_2-\mathbf a_1=(0,\sqrt3\,a)$, the same lattice has a rectangular cell with sides $a$ and $b=\sqrt3\,a$.

Put $x$ along the chain and $y$ across it, with A at $(0,0)$ and B at $(a/2,w)$. For a flat chain with the bulk bond length $d=\sqrt{3/8}\,a$,

$$w=\sqrt{d^2-a^2/4}=a/\sqrt8 .$$

Three distances set the hierarchy of hoppings:

- neighbours in a chain are $d=0.61a$ apart;
- like sites along a chain are $a$ apart;
- the nearest unlike sites of adjacent chains are $\sqrt{a^2/4+(b-w)^2}=1.47a$ apart.

Hopping falls quickly with distance, so $|t|\gg|t'|$. This is the origin of the strong dispersion along the chain and the weak dispersion across it. On the unreconstructed surface the dangling orbitals sit on atoms a distance $a$ apart. The reconstruction places them on bonded neighbours, where they overlap sideways and form a π band.

Each chain atom has four valence electrons and three bonds: two within the chain and one to the layer below. One electron remains in the dangling orbital. A cell holds two such electrons, and a band holds two electrons per cell when spin is counted. The lower surface band is therefore full and the upper one empty, as long as the two do not overlap in energy.

## The Bloch matrix

Let $|\mathbf R,j\rangle$ be the orbital on site $j$ of cell $\mathbf R$, at position $\mathbf R+\mathbf r_j$. For $N$ cells and $\mathbf k=(k,q)$, define

$$|\mathbf k,j\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot(\mathbf R+\mathbf r_j)}|\mathbf R,j\rangle .$$

With these phases a matrix element is a sum over the displacements $\mathbf d$ from one site $i$ to all sites $j$:

$$H_{ij}(\mathbf k)=\sum_{\mathbf d}h_{ij}(\mathbf d)\,e^{i\mathbf k\cdot\mathbf d}.$$

Site A has like neighbours at $(\pm a,0)$, and so has B. Their phases add to $e^{ika}+e^{-ika}=2\cos ka$, which gives

$$H_{AA}=\Delta+2s\cos ka,\qquad H_{BB}=-\Delta+2s\cos ka.$$

From A, the B neighbours in the same chain lie at $(\pm a/2,w)$. Those in the adjacent chain lie at $(\pm a/2,w-b)$. Each pair contributes $2\cos(ka/2)$ times its transverse phase:

$$H_{AB}=2\cos(ka/2)\,e^{iqw}\left(t+t'e^{-iqb}\right),\qquad H_{BA}=H_{AB}^*.\tag{4}$$

The factor $e^{iqw}$ has modulus one and drops out of the eigenvalues. The modulus of the bracket follows from

$$|t+t'e^{-iqb}|^2=t^2+t'^2+tt'(e^{iqb}+e^{-iqb})=\tau(q)^2 .$$

The eigenvalue condition is

$$(E-2s\cos ka-\Delta)(E-2s\cos ka+\Delta)=|H_{AB}|^2,$$

or $(E-2s\cos ka)^2=\Delta^2+4\tau^2\cos^2(ka/2)$. Its two roots are equation (1).

An implementation may instead use phases $e^{i\mathbf k\cdot\mathbf R}$ without the site positions. This multiplies $H_{AB}$ by a phase factor and leaves the eigenvalues unchanged.

**Equivalent sites.** For $\Delta=s=t'=0$ the bands are $\pm2|t\cos(ka/2)|$. They are the single band $2t\cos(ka/2)$ folded into the zone $|k|\le\pi/a$, because $k\to k+2\pi/a$ reverses the sign of the cosine. The two branches touch at $k=\pi/a$. With one electron per atom the lower branch is filled up to the touching point, and the chain is metallic.

## Why the edge gap measures site inequivalence

The vanishing of $H_{AB}$ at the edge does not depend on keeping a few neighbours. Consider the mirror operation $x\to-x$, with orbitals that are even under it. It maps each chain onto itself.

At $k=\pi/a$, the A orbital at $x=na$ has the phase $e^{i\pi n}=(-1)^n$. This is the same for $n$ and $-n$, so the A Bloch sum is even. The B orbital at $x=(n+\tfrac12)a$ has the phase

$$e^{i\pi(n+1/2)}=i(-1)^n .$$

The mirror sends it to $-x$, where the phase is $e^{-i\pi(n+1/2)}=-i(-1)^n$. The B Bloch sum is therefore odd. The mirror leaves $q$ unchanged, and a Hamiltonian with this symmetry cannot couple an even state to an odd one. Hence $H_{AB}(\pi/a,q)=0$ for spin-independent hopping of any range. Spin–orbit hopping, on which the mirror acts through the spin as well, is not covered by this argument and can couple A and B at the edge.

In a basis of mirror-even orbitals each edge state thus lives on one sublattice: here the upper on A, the lower on B. In a fuller basis the mirror-odd $p_x$ orbital of B has an even Bloch sum at the edge and mixes with the A state, and likewise for A, so the edge states of a real chain keep some weight on the other atom. In the present model their energies are

$$E_\pm(\pi/a,q)=-2s\pm\Delta .$$

Their difference is $2\Delta$. The common hopping $s$ shifts both levels and cancels. If the like-site hoppings differed, the gap would be $|2\Delta-2(s_A-s_B)|$, which is again a measure of inequivalence.

The inequivalence has two structural sources: A and B have different surroundings in the layer below, and the chain can buckle. Buckling moves atoms up, down and sideways within the mirror planes. It can change $\Delta$, but it leaves the two bonds of each atom equal.

**Alternating bonds.** A displacement of B along the chain breaks the mirror. Take an isolated chain with $s=0$ and alternating hoppings $t_1,t_2$ of the same sign. The two neighbours of A now contribute unequal terms:

$$|H_{AB}|^2=|t_1e^{ika/2}+t_2e^{-ika/2}|^2=t_1^2+t_2^2+2t_1t_2\cos ka .$$

The minimum, at $k=\pi/a$, is $(t_1-t_2)^2$, and the gap becomes

$$E_g=2\sqrt{\Delta^2+(t_1-t_2)^2}.\tag{5}$$

The size of a gap alone does not separate the two causes. Equal site energies do not guarantee a metal, and the edge gap may be read as a measure of site inequivalence only after the mirror symmetry has been established. Even then the reading assumes independent electrons. A half-filled chain with equivalent sites, equal bonds and on-site repulsion $U$ has a correlation (Mott) gap for any $U>0$; the exact Lieb–Wu value at $U=4|t|$ is about $1.29|t|$.

## When the edge gap is the fundamental gap

At fixed $q$, write $c=\cos^2(ka/2)$, so that $\cos ka=2c-1$ and $0\le c\le1$. The upper band is

$$E_+=2s(2c-1)+\sqrt{\Delta^2+4\tau^2c},\qquad \frac{d^2E_+}{dc^2}=-\frac{4\tau^4}{(\Delta^2+4\tau^2c)^{3/2}}\le0 .$$

A function with this curvature takes its minimum at an end of the interval: at $c=0$ (zone edge) or $c=1$ ($k=0$). The root enters $E_-$ with the opposite sign, so the maximum of $E_-$ also lies at an end.

Let $R(q)=\sqrt{\Delta^2+4\tau(q)^2}$. Its smallest value is

$$R_{\min}=\sqrt{\Delta^2+4(|t|-|t'|)^2},$$

reached at $q=\pi/b$ if $tt'>0$ and at $q=0$ if $tt'<0$.

Take $s<0$. The candidates for the bottom of the upper band are $\Delta+2|s|$ at the edge and $R_{\min}-2|s|$ at $k=0$. The edge is lower if $4|s|<R_{\min}-\Delta$, which is condition (3). The top of the lower band is at the edge in either case, since $2|s|-\Delta$ exceeds $-2|s|-R_{\min}$. For $s>0$ the two bands exchange roles and the condition is the same.

Beyond the threshold the gap is indirect. For $s<0$ it is

$$E_g=(R_{\min}-2|s|)-(2|s|-\Delta)=R_{\min}+\Delta-4|s|,\tag{6}$$

which is smaller than $2\Delta$. It closes at $4|s|=R_{\min}+\Delta$. For larger $|s|$ the bands overlap, and the counting argument no longer gives an insulator.

## Dispersion and edge masses

At fixed $q$ the energy differences between $k=0$ and the edge follow from (1):

$$E_+(0,q)-E_+(\pi/a,q)=R(q)-\Delta+4s,$$

$$E_-(\pi/a,q)-E_-(0,q)=R(q)-\Delta-4s.$$

For $s<0$ the lower band is the wider. With $\Delta$, $|s|$ and $|t'|$ small compared with $|t|$, both differences are close to $2|t|$.

Across the chains at $k=0$, each band changes by $R(0)-R(\pi/b)$. Since $R(0)^2-R(\pi/b)^2=16tt'$,

$$R(0)-R(\pi/b)=\frac{16tt'}{R(0)+R(\pi/b)} .$$

For $\Delta\ll|t|$ and $|t'|\ll|t|$ the magnitude is about $4|t'|$, so the anisotropy is set by $t'/t$.

Along the edge the bands of this model are flat. Symmetry forbids the A–B coupling there, and the model has no like-site hopping between chains. Such a hopping, $u_j$ on sublattice $j$, would add $2u_j\cos qb$ to $H_{jj}$ and give the edge states some dispersion.

Near the edge put $k=\pi/a+\kappa$. Then

$$\cos ka=-\cos\kappa a\simeq-1+\tfrac12\kappa^2a^2,\qquad \cos^2(ka/2)=\sin^2(\kappa a/2)\simeq\tfrac14\kappa^2a^2 .$$

Expanding the root for $\tau a|\kappa|\ll\Delta$ gives

$$E_\pm\simeq-2s+sa^2\kappa^2\pm\left(\Delta+\frac{\tau^2a^2\kappa^2}{2\Delta}\right).$$

Comparison with $+\kappa^2/2m_e$ for the upper band and $-\kappa^2/2m_h$ for the lower one yields

$$\frac1{m_e}=a^2\left(\frac{\tau^2}{\Delta}+2s\right),\qquad \frac1{m_h}=a^2\left(\frac{\tau^2}{\Delta}-2s\right).\tag{7}$$

A smaller site difference makes the carriers lighter, but it also narrows the range of $\kappa$ in which the parabola holds.

## Charge transfer between the sites

Consider an isolated chain, $t'=0$. The hopping $s$ adds a multiple of the unit matrix and does not affect the eigenvectors. The lower band is taken as full and the upper as empty, which requires $4|s|<\sqrt{\Delta^2+4t^2}+\Delta$; once the bands overlap, the occupations depend on $s$ and equation (8) no longer holds. Let $\varepsilon(k)=\sqrt{\Delta^2+4t^2\cos^2(ka/2)}$, and let $H_0$ be the Bloch matrix without the $s$ term. Since $H_0^2=\varepsilon^2$, the projector on the lower band is $P=\tfrac12(1-H_0/\varepsilon)$. Its diagonal elements are $\tfrac12(1\mp\Delta/\varepsilon)$ for A and B. With two spins,

$$n_A=1-\langle\Delta/\varepsilon\rangle,\qquad n_B=1+\langle\Delta/\varepsilon\rangle,$$

where the brackets denote the average over the zone. Hence $n_B-n_A=2\langle\Delta/\varepsilon\rangle$. Put $\theta=ka/2$, which runs from $-\pi/2$ to $\pi/2$ over the zone. The integrand is even in $\theta$, so the average is $\frac2\pi\int_0^{\pi/2}d\theta$, and

$$n_B-n_A=\frac4\pi\int_0^{\pi/2}\frac{\Delta\,d\theta}{\sqrt{\Delta^2+4t^2\cos^2\theta}} .$$

With $\cos^2\theta=1-\sin^2\theta$, $R_0^2=\Delta^2+4t^2$ and $m=4t^2/R_0^2$, the root is $R_0\sqrt{1-m\sin^2\theta}$. Therefore

$$n_B-n_A=\frac4\pi\frac{\Delta}{R_0}K(m),\qquad K(m)=\int_0^{\pi/2}\frac{d\theta}{\sqrt{1-m\sin^2\theta}} .\tag{8}$$

Here $K$ takes the parameter $m$, not the modulus $\sqrt m$; numerical libraries differ in this convention. For $\Delta\gg|t|$, $K\to\pi/2$ and the difference tends to 2: both electrons sit on B. For $\Delta\to0$ it tends to zero.

## Worked example

The parameters are round model values, not fitted to silicon: $a=7$ bohr, $t=-0.020$, $t'=-0.001$, $s=-0.002$ and $\Delta=0.008$ hartree. At $q=0$, $\tau=|t+t'|=0.021$ hartree and

$$R(0)=\sqrt{0.008^2+4(0.021)^2}=0.04276\ \text{hartree}.$$

At $k=0$ the levels are $-0.004\pm0.04276$; at the edge they are $+0.004\pm0.008$. Equation (1) gives, in hartree:

| $ka/\pi$ | $E_-$ | $E_+$ |
|---|---:|---:|
| 0 | −0.0468 | 0.0388 |
| 0.5 | −0.0308 | 0.0308 |
| 1 | −0.0040 | 0.0120 |

The edge gap is $0.0120-(-0.0040)=0.0160$ hartree, or 0.435 eV. The lower band disperses by 0.0428 hartree (1.16 eV) along the chain and the upper by 0.0268 hartree (0.73 eV). Their difference is $8|s|=0.016$ hartree. Across the chains at $k=0$ each band changes by 0.0039 hartree, so the lower band disperses about 11 times more strongly along the chain.

For condition (3), $R_{\min}=\sqrt{0.008^2+4(0.019)^2}=0.0388$ hartree. The critical value is $|s|=(0.0388-0.008)/4=0.0077$ hartree, well above the 0.002 used here. At 1.05 times the critical value, equation (6) gives an indirect gap of 0.0145 hartree.

At $q=0$, $\tau^2/\Delta=0.0551$ hartree, and equation (7) gives

$$m_e=\frac1{49(0.0551-0.004)}=0.40,\qquad m_h=\frac1{49(0.0551+0.004)}=0.35,$$

in electron masses. The parabolic form requires $|\kappa|\ll\Delta/(\tau a)\approx0.05$ bohr$^{-1}$.

For an isolated chain with the same $t$ and $\Delta$, equation (8) gives $n_B-n_A=0.76$, with $n_A=0.62$ and $n_B=1.38$ electrons. The lower band is thus far from purely B-like on average, although its edge state is entirely on B.

Two further cases show the effect of a broken mirror. In an isolated chain with $s=0$, $t_1=-0.022$ and $t_2=-0.018$ hartree, equation (5) gives a gap of 0.0179 hartree for the same $\Delta$, and 0.0080 hartree for $\Delta=0$.

The second case uses a lattice sum with hopping $t\exp[-3(r/d-1)]$ between all atoms at distance $r$, with B raised by $0.1a$. Shifting B by 0.21 bohr along the chain makes $|H_{AB}|=0.0045$ hartree at $k=\pi/a$, $q=0$. The gap there is 0.0090 hartree even with equal site energies, which is twice the coupling, as expected for two degenerate levels.

All numerical values are calculated from the stated model.
